# Symmetry and good quantum numbers of an atom in static fields: verification in Python

```python
# Result under test: an operation g = (R, s, tau), with rotation R, parity if
# s = -1 and time reversal if tau = -1, maps H(F, B) to H(s R F, tau R B).
# The symmetry group of an atom in uniform fields is thus the set of g that
# leaves both F and B unchanged. It fixes good labels and degeneracies.
# F: electric field, B: magnetic field, M: eigenvalue of Jz, P: parity,
# Z = i P exp(-i pi Jz): sign under reflection z -> -z (made real for spin 1/2).
# Model: one electron, V = -(1 + exp(-r))/r, spin-orbit kappa (V'/r) L.S,
# atomic units, electron charge -1, symmetric gauge A = B x r / 2.
import itertools
from math import factorial, pi, sqrt
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, expm
from scipy.spatial.transform import Rotation
from scipy.special import eval_genlaguerre, lpmv

LMAX, NRAD, DECAY, KAPPA = 3, 10, 0.8, 0.01
F0, B0 = 0.001, 0.002
G_SPIN = abs(constants.physical_constants["electron g factor"][0])

# ---- angular functions and integrals over the sphere by quadrature
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi_nodes = 2 * pi * np.arange(24) / 24
cosine = np.repeat(cos_nodes, 24)
phi = np.tile(phi_nodes, 12)
sphere_weights = np.repeat(cos_weights, 24) * 2 * pi / 24
sine = np.sqrt(1 - cosine**2)
unit = np.array([sine * np.cos(phi), sine * np.sin(phi), cosine])
lm = [(l, m) for l in range(LMAX + 1) for m in range(-l, l + 1)]


def harmonic(l, m):
    a = abs(m)
    norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, cosine) * np.exp(1j * a * phi)
    return y if m >= 0 else (-1) ** a * y.conj()


Y = np.array([harmonic(l, m) for l, m in lm])


def angular(f):
    return (Y.conj() * sphere_weights * f) @ Y.T


NANG = len(lm)
assert np.allclose(angular(1.0), np.eye(NANG), atol=1e-12)
raising = np.zeros((NANG, NANG))
for j, (l, m) in enumerate(lm):
    if m < l:
        raising[j + 1, j] = sqrt(l * (l + 1) - m * (m + 1))
L = [(raising + raising.T) / 2, (raising - raising.T) / 2j,
     np.diag([float(m) for l, m in lm])]
S = [np.array([[0, 1], [1, 0]]) / 2, np.array([[0, -1j], [1j, 0]]) / 2,
     np.diag([0.5, -0.5])]

# ---- radial functions u(r), stored without their factor exp(-DECAY r)
t, wt = np.polynomial.laguerre.laggauss(60)
r, w = t / (2 * DECAY), wt / (2 * DECAY)
u_by_l, du_by_l = [], []
for l in range(LMAX + 1):
    u_rows, du_rows = [], []
    for k in range(NRAD):
        lag = eval_genlaguerre(k, 2 * l + 2, t)
        dlag = -eval_genlaguerre(k - 1, 2 * l + 3, t) if k else 0 * t
        u = r ** (l + 1) * lag
        du = ((l + 1) * r**l - DECAY * r ** (l + 1)) * lag
        du = du + 2 * DECAY * r ** (l + 1) * dlag
        size = sqrt(np.sum(w * u * u))
        u_rows.append(u / size)
        du_rows.append(du / size)
    u_by_l.append(np.array(u_rows))
    du_by_l.append(np.array(du_rows))
U = np.vstack([u_by_l[l] for l, m in lm])
DU = np.vstack([du_by_l[l] for l, m in lm])
ell = np.repeat([l for l, m in lm], NRAD)
block = np.ones((NRAD, NRAD))
NORB = NANG * NRAD


def orbital(ang, f):
    return np.kron(ang, block) * ((U * w * f) @ U.T)


assert np.allclose(orbital(np.eye(NANG), 1.0), np.eye(NORB), atol=1e-9)
centrifugal = (ell * (ell + 1))[:, None] * orbital(np.eye(NANG), 1 / r**2)
kinetic = (np.kron(np.eye(NANG), block) * ((DU * w) @ DU.T) + centrifugal) / 2

# hydrogen energies check the radial basis and the kinetic energy
hydrogen = np.linalg.eigvalsh(kinetic + orbital(np.eye(NANG), -1 / r))[:5]
assert np.allclose(hydrogen, [-0.5] + [-0.125] * 4, atol=1e-6)

core = kinetic + orbital(np.eye(NANG), -(1 + np.exp(-r)) / r)
position = [orbital(angular(n), r) for n in unit]
L_orb = [np.kron(a, np.eye(NRAD)) for a in L]
slope_over_r = (1 + np.exp(-r)) / r**3 + np.exp(-r) / r**2
spin_orbit = KAPPA * sum(np.kron(orbital(a, slope_over_r), s)
                         for a, s in zip(L, S))


def orbital_hamiltonian(F, B):
    h = core + sum(f * x for f, x in zip(F, position))
    h = h + sum(b * a for b, a in zip(B, L_orb)) / 2
    cross_squared = np.sum(np.cross(B, unit.T) ** 2, axis=1)
    return h + orbital(angular(cross_squared), r**2) / 8


def hamiltonian(F, B):
    zeeman = G_SPIN / 2 * sum(b * s for b, s in zip(B, S))
    return (np.kron(orbital_hamiltonian(F, B), np.eye(2)) + spin_orbit
            + np.kron(np.eye(NORB), zeeman))


# ---- symmetry operations acting on state vectors
parity = np.repeat((-1.0) ** ell, 2)
jz = (np.repeat([m for l, m in lm], 2 * NRAD)
      + np.tile([0.5, -0.5], NORB))
z_sign = parity * np.cos(pi * (jz - 0.5))
conjugate_Y = (Y.conj() * sphere_weights) @ Y.conj().T
time_matrix = np.kron(np.kron(conjugate_Y, np.eye(NRAD)),
                      np.array([[0, -1], [1, 0]]))


def turn(R):
    v = Rotation.from_matrix(R).as_rotvec()
    orb = expm(-1j * sum(c * a for c, a in zip(v, L)))
    spin = expm(-1j * sum(c * a for c, a in zip(v, S)))
    return np.kron(np.kron(orb, np.eye(NRAD)), spin)


def act(D, s, tau, v):
    if tau < 0:
        v = time_matrix @ v.conj()
    v = D @ v
    return parity * v if s < 0 else v


def differ(a, b):
    return np.linalg.norm(a - b) / np.linalg.norm(a)


rng = np.random.default_rng(1)
probe = rng.normal(size=2 * NORB) + 1j * rng.normal(size=2 * NORB)

# transformation law for a general rotation and general fields
R = Rotation.from_rotvec([0.4, -1.1, 0.7]).as_matrix()
D = turn(R)
F, B = np.array([0.02, -0.03, 0.05]), np.array([0.04, 0.01, -0.03])
for s, tau in itertools.product((1, -1), repeat=2):
    left = act(D, s, tau, hamiltonian(F, B) @ probe)
    right = hamiltonian(s * R @ F, tau * R @ B) @ act(D, s, tau, probe)
    assert differ(left, right) < 1e-9

# effect of reflection y -> -y, of T, and of their product on Jz; squares
half_turn, identity = turn(np.diag([-1.0, 1.0, -1.0])), np.eye(2 * NORB)
squares = {}
for name, D, s, tau, flip in (("reflection", half_turn, -1, 1, -1),
                              ("T", identity, 1, -1, -1),
                              ("T*reflection", half_turn, -1, -1, 1)):
    image = act(D, s, tau, probe)
    assert differ(act(D, s, tau, jz * probe), flip * jz * image) < 1e-10
    squares[name] = (np.vdot(probe, act(D, s, tau, image))
                     / np.vdot(probe, probe)).real
assert np.allclose(list(squares.values()), [-1, -1, 1], atol=1e-10)

# half turn about y sends |l, m> to (-1)^(l-m) |l, -m>
half_orbital = expm(-1j * pi * L[1])
for j, (l, m) in enumerate(lm):
    assert abs(half_orbital[j - 2 * m, j] - (-1) ** (l - m)) < 1e-10

# ---- gauge: conserved operators change together with the vector potential
x, y, z = sp.symbols("x y z", real=True)
b = sp.Rational(3, 10)
trial = (1 + x + 2 * y * z) * sp.exp(-x**2 - 2 * y**2 - z**2)


def gauge_hamiltonian(f, A):
    total = -f / sp.sqrt(x**2 + y**2 + z**2)
    for q, a in zip((x, y, z), A):
        once = -sp.I * sp.diff(f, q) + a * f
        total += (-sp.I * sp.diff(once, q) + a * once) / 2
    return total


def mismatch(operator, A):
    e = operator(gauge_hamiltonian(trial, A))
    e = e - gauge_hamiltonian(operator(trial), A)
    point = {x: sp.Rational(2, 5), y: sp.Rational(3, 10), z: sp.Rational(1, 2)}
    return abs(complex(sp.N(e.subs(point), 20)))


def canonical_lz(f):
    return -sp.I * (x * sp.diff(f, y) - y * sp.diff(f, x))


def landau_lz(f):
    return canonical_lz(f) - b * (x**2 - y**2) / 2 * f


def plain_parity(f):
    return f.subs({x: -x, y: -y, z: -z}, simultaneous=True)


def phased_parity(f):
    return sp.exp(sp.I * b * y) * plain_parity(f)


symmetric = (-b * y / 2, b * x / 2, 0)
landau = (-b * y, 0, 0)
displaced = (-b * y / 2, b * (x - 1) / 2, 0)
assert mismatch(canonical_lz, symmetric) < 1e-12
assert mismatch(canonical_lz, landau) > 1e-4
assert mismatch(landau_lz, landau) < 1e-12
assert mismatch(plain_parity, symmetric) < 1e-12
assert mismatch(plain_parity, landau) < 1e-12
assert mismatch(plain_parity, displaced) > 1e-4
assert mismatch(phased_parity, displaced) < 1e-12

# ---- the 24 rotations of a cube, each with and without parity and T
cube = []
for order in itertools.permutations(range(3)):
    for signs in itertools.product((1.0, -1.0), repeat=3):
        R = np.zeros((3, 3))
        R[range(3), order] = signs
        if np.linalg.det(R) > 0:
            cube.append((R, turn(R)))
assert len(cube) == 24


def multiplicities(e):
    cuts = np.flatnonzero(np.diff(e) > 1e-9) + 1
    return [len(part) for part in np.split(e, cuts)]


def row(label, values):
    print(f"  {label:9s}" + "".join(f"{round(v, 4) + 0.0:10.4f}" for v in values))


au = constants.physical_constants
print(f"basis: l <= {LMAX}, {NRAD} radial functions, {2 * NORB} states")
print(f"radial decay constant = {DECAY} 1/bohr")
print(f"kappa = {KAPPA} a.u.; alpha^2/2 = {constants.alpha**2 / 2:.3e} a.u.")
print(f"electron g = {G_SPIN:.6f}")
print(f"F = {F0} a.u. = "
      f"{F0 * au['atomic unit of electric field'][0]:.4e} V/m")
print(f"B = {B0} a.u. = "
      f"{B0 * au['atomic unit of mag. flux density'][0]:.2f} T")
for name, value in squares.items():
    print(f"square of {name} on spin-1/2 states = {value:+.0f}")

ex, ez, zero = np.eye(3)[0], np.eye(3)[2], np.zeros(3)

# spinless electron in F: m = 0 single, m and -m paired
energy, vectors = eigh(orbital_hamiltonian(F0 * ez, zero))
m_squared = np.repeat([m * m for l, m in lm], NRAD)
abs_m = np.sqrt(m_squared @ np.abs(vectors[:, :5]) ** 2)
first = 0
for count in multiplicities(energy[:5]):
    assert count == (1 if abs_m[first] < 1e-4 else 2)
    first += count
print("spinless electron in F, five lowest states:")
row("E (mE_h)", 1000 * energy[:5])
row("|m|", abs_m)

# name: F, B, group orders within the cube (unitary, antiunitary),
# labels that must be sharp, multiplicities of the ten lowest states
cases = {
    "no field": (zero, zero, (48, 48), "MPZ", [2, 2, 2, 4]),
    "F along z": (F0 * ez, zero, (8, 8), "M", [2] * 5),
    "B along z": (zero, B0 * ez, (8, 8), "MPZ", [1] * 10),
    "F, B along z": (F0 * ez, B0 * ez, (4, 4), "M", [1] * 10),
    "F along x, B along z": (F0 * ex, B0 * ez, (2, 2), "Z", [1] * 10),
    "F at 45 deg to B": (F0 * (ex + ez) / sqrt(2), B0 * ez, (1, 1), "",
                         [1] * 10),
}
print("2p-like states; n = (unitary, antiunitary) cube symmetries,")
print("g = multiplicities of the ten lowest states:")
for name, (F, B, orders, sharp, expected) in cases.items():
    H = hamiltonian(F, B)
    H_probe = H @ probe
    found = {1: 0, -1: 0}
    for R, D in cube:
        for s, tau in itertools.product((1, -1), repeat=2):
            commutes = differ(act(D, s, tau, H_probe),
                              H @ act(D, s, tau, probe)) < 1e-9
            fields_kept = (np.allclose(s * R @ F, F, atol=1e-12)
                           and np.allclose(tau * R @ B, B, atol=1e-12))
            assert commutes == fields_kept
            found[tau] += int(commutes)
    assert (found[1], found[-1]) == orders
    # full axial symmetry, not only quarter turns
    axial = np.abs(H * (jz[None, :] - jz[:, None])).max()
    assert (axial < 1e-9) == ("M" in sharp)

    energy = np.linalg.eigvalsh(H)[:10]
    groups = multiplicities(energy)
    assert groups == expected
    # without B, a small multiple of Jz selects M states inside a level
    selector = 0.0 if np.any(B) else 1e-6
    vectors = eigh(H + selector * np.diag(jz))[1][:, 4:10]
    weight = np.abs(vectors) ** 2
    mean, spread = {}, {}
    for label, values in (("M", jz), ("P", parity), ("Z", z_sign)):
        mean[label] = values @ weight
        variance = values**2 @ weight - mean[label] ** 2
        spread[label] = np.sqrt(np.maximum(variance, 0))
        if label in sharp:
            assert spread[label].max() < 1e-4
        else:
            assert spread[label].max() > 1e-2
    if name == "no field":
        assert np.allclose(np.repeat(ell == 1, 2) @ weight, 1, atol=1e-8)
    print(f"{name}: n = {orders}, g = {groups}")
    row("E (mE_h)", 1000 * energy[4:])
    row("mean M", mean["M"])
    row("spread M", spread["M"])
    row("mean P", mean["P"])
    row("mean Z", mean["Z"])

print("ALL CHECKS PASSED")
```

Output:

```
basis: l <= 3, 10 radial functions, 320 states
radial decay constant = 0.8 1/bohr
kappa = 0.01 a.u.; alpha^2/2 = 2.663e-05 a.u.
electron g = 2.002319
F = 0.001 a.u. = 5.1422e+08 V/m
B = 0.002 a.u. = 470.10 T
square of reflection on spin-1/2 states = -1
square of T on spin-1/2 states = -1
square of T*reflection on spin-1/2 states = +1
spinless electron in F, five lowest states:
  E (mE_h) -1287.0752 -183.4900 -148.4092 -148.4092 -148.2786
  |m|          0.0000    0.0000    1.0000    1.0000    0.0000
2p-like states; n = (unitary, antiunitary) cube symmetries,
g = multiplicities of the ten lowest states:
no field: n = (48, 48), g = [2, 2, 2, 4]
  E (mE_h)  -150.1491 -150.1491 -147.5452 -147.5452 -147.5452 -147.5452
  mean M      -0.5000    0.5000   -1.5000   -0.5000    0.5000    1.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -1.0000   -1.0000   -1.0000   -1.0000   -1.0000   -1.0000
  mean Z       1.0000   -1.0000   -1.0000    1.0000   -1.0000    1.0000
F along z: n = (8, 8), g = [2, 2, 2, 2, 2]
  E (mE_h)  -150.1401 -150.1401 -147.5836 -147.5836 -147.4974 -147.4974
  mean M      -0.5000    0.5000   -1.5000    1.5000   -0.5000    0.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -0.9961   -0.9961   -0.9992   -0.9992   -0.9929   -0.9929
  mean Z       0.9961   -0.9961   -0.9992    0.9992    0.9929   -0.9929
B along z: n = (8, 8), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5706 -149.8831 -149.5382 -148.1116 -146.7992 -145.5358
  mean M      -0.5000    0.5000   -1.5000   -0.5000    0.5000    1.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -1.0000   -1.0000   -1.0000   -1.0000   -1.0000   -1.0000
  mean Z       1.0000   -1.0000   -1.0000    1.0000   -1.0000    1.0000
F, B along z: n = (4, 4), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5364 -149.8917 -149.5765 -148.0891 -146.7337 -145.5742
  mean M      -0.5000    0.5000   -1.5000   -0.5000    0.5000    1.5000
  spread M     0.0000    0.0000    0.0000    0.0000    0.0000    0.0000
  mean P      -0.9943   -0.9974   -0.9992   -0.9947   -0.9917   -0.9992
  mean Z       0.9943   -0.9974   -0.9992    0.9947   -0.9917    0.9992
F along x, B along z: n = (2, 2), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5730 -149.8752 -149.5018 -148.1150 -146.8251 -145.5113
  mean M      -0.4987    0.4474   -1.4467   -0.4982    0.4994    1.4974
  spread M     0.0444    0.3196    0.3190    0.0557    0.0352    0.0640
  mean P      -0.9968   -0.9968   -0.9931   -0.9967   -0.9983   -0.9947
  mean Z       1.0000   -1.0000   -1.0000    1.0000   -1.0000    1.0000
F at 45 deg to B: n = (1, 1), g = [1, 1, 1, 1, 1, 1, 1, 1, 1, 1]
  E (mE_h)  -150.5556 -149.8816 -149.5409 -148.1012 -146.7806 -145.5417
  mean M      -0.4999    0.4831   -1.4824   -0.4990    0.5006    1.4978
  spread M     0.0516    0.1797    0.1798    0.0490    0.0431    0.0531
  mean P      -0.9957   -0.9969   -0.9964   -0.9956   -0.9952   -0.9968
  mean Z       0.9938   -0.9969   -0.9961    0.9948   -0.9932    0.9975
ALL CHECKS PASSED
```
